# Single-flip updates and sweep cost in determinant quantum Monte Carlo: verification in Python

```python
"""Determinant QMC: single-flip ratio, rank-one Green's function update, cost.

Result under test, for each spin sigma = +1, -1 of the Hubbard model:
    R  = det(1+A')/det(1+A) = 1 + Delta (1 - G_ii)
    G' = G - (Delta/R) G e_i e_i^T (1 - G)
A     cyclic product of slice matrices, the flipped slice standing leftmost
B_l   slice matrix exp(sigma*lam*s_l) exp(-dtau*K), K = hopping matrix
G     (1+A)^(-1), G_ij = <c_i c_j^dagger>
Delta exp(-2*sigma*lam*s_il) - 1, with cosh(lam) = exp(dtau*U/2)
A sweep costs O(beta N^3) at fixed dtau and fixed refresh interval if partial
products are stored.  Energies are in units of the hopping t.
"""
import itertools
import math
import numpy as np
import mpmath as mp
from scipy.linalg import expm, qr

HOP, U, DTAU = 1.0, 4.0, 0.125
LAM = math.acosh(math.exp(DTAU * U / 2))
SPINS = (1, -1)
rng = np.random.default_rng(7)


def hopping(n):
    return -HOP * (np.eye(n, k=1) + np.eye(n, k=-1))


def slice_matrix(s, sigma, expk):
    return np.exp(sigma * LAM * s)[:, None] * expk


def cyclic_product(fields, last, sigma, expk):
    """Product of all slices with slice number `last` leftmost."""
    out = np.eye(fields.shape[1])
    for s in np.roll(fields, -(last + 1), axis=0):
        out = slice_matrix(s, sigma, expk) @ out
    return out


def direct_green(fields, last, sigma, expk):
    a = cyclic_product(fields, last, sigma, expk)
    return np.linalg.inv(np.eye(len(a)) + a)


def direct_det(fields, sigma, expk):
    a = cyclic_product(fields, len(fields) - 1, sigma, expk)
    return np.linalg.det(np.eye(len(a)) + a)


def random_fields(slices, n):
    return rng.choice([-1, 1], size=(slices, n))


def flip_delta(s, sigma):
    return math.expm1(-2 * sigma * LAM * int(s))


def flip_ratio(g, i, delta):
    return 1.0 + delta * (1.0 - g[i, i])


def rank_one(g, i, delta, ratio):
    """Update g in place after an accepted flip at site i."""
    row = -g[i, :]
    row[i] = row[i] + 1.0
    g -= np.outer(g[:, i], row * (delta / ratio))


# ---- many-body definitions in Fock space --------------------------------
def annihilators(modes):
    low, sign = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ops = []
    for m in range(modes):
        op = np.eye(1)
        for j in range(modes):
            op = np.kron(op, sign if j < m else low if j == m else np.eye(2))
        ops.append(op)
    return ops


n3 = 3
c = annihilators(n3)
k3 = hopping(n3)
kin = sum(k3[i, j] * c[i].T @ c[j] for i in range(n3) for j in range(n3))
f3 = random_fields(4, n3)
many = np.eye(2 ** n3)
for s in f3:
    pot = sum(LAM * s[i] * c[i].T @ c[i] for i in range(n3))
    many = expm(pot) @ expm(-DTAU * kin) @ many
e3 = expm(-DTAU * k3)
trace = np.trace(many)
fock_g = np.array([[np.trace(many @ c[i] @ c[j].T) / trace
                    for j in range(n3)] for i in range(n3)])
err_trace = abs(trace / direct_det(f3, 1, e3) - 1)
err_fock_g = np.abs(fock_g - direct_green(f3, 3, 1, e3)).max()
assert err_trace < 1e-11 and err_fock_g < 1e-11
for i in range(n3):       # flip ratio straight from many-body traces
    d = flip_delta(f3[-1, i], 1)
    changed = expm(-2 * LAM * f3[-1, i] * c[i].T @ c[i]) @ many
    assert abs(np.trace(changed) / trace - flip_ratio(fock_g, i, d)) < 1e-11

# Sum over every field of a dimer against the interacting Trotter trace
c = annihilators(4)       # modes: up 1, up 2, down 1, down 2
num = [x.T @ x for x in c]
k2, one = hopping(2), np.eye(16)
kin = sum(k2[i, j] * c[i + o].T @ c[j + o]
          for o in (0, 2) for i in range(2) for j in range(2))
inter = U * sum((num[i] - one / 2) @ (num[i + 2] - one / 2) for i in range(2))
z_fock = np.trace(np.linalg.matrix_power(
    expm(-DTAU * inter) @ expm(-DTAU * kin), 3))
e2, z_field = expm(-DTAU * k2), 0.0
for conf in itertools.product((-1, 1), repeat=6):
    f = np.array(conf).reshape(3, 2)
    z_field += direct_det(f, 1, e2) * direct_det(f, -1, e2)
z_field *= (0.5 * math.exp(-DTAU * U / 4)) ** 6
assert abs(z_field / z_fock - 1) < 1e-11

# ---- flip ratio, update, slice position and symmetry on random fields ----
N, L = 4, 16
K = hopping(N)
EXPK, INVK = expm(-DTAU * K), expm(DTAU * K)
fr, last = random_fields(L, N), 9
parity = np.diag([1., -1., 1., -1.])
g_up, g_dn = (direct_green(fr, last, sg, EXPK) for sg in SPINS)
assert np.abs(g_dn - parity @ (np.eye(N) - g_up.T) @ parity).max() < 1e-9
err_ratio = err_update = wrong_slice = wrong_side = 0.0
for i in range(N):
    flipped = fr.copy()
    flipped[last, i] *= -1
    pair = []
    for sg, g in zip(SPINS, (g_up, g_dn)):
        d = flip_delta(fr[last, i], sg)
        r = flip_ratio(g, i, d)
        true = direct_det(flipped, sg, EXPK) / direct_det(fr, sg, EXPK)
        new = g.copy()
        rank_one(new, i, d, r)
        err_ratio = max(err_ratio, abs(r / true - 1))
        err_update = max(err_update, np.abs(
            new - direct_green(flipped, last, sg, EXPK)).max())
        other = direct_green(fr, 2, sg, EXPK)
        past_hop = EXPK @ g @ INVK
        wrong_slice = max(wrong_slice, abs(flip_ratio(other, i, d) / true - 1))
        wrong_side = max(wrong_side, abs(flip_ratio(past_hop, i, d) / true - 1))
        pair.append(r)
    d_up = flip_delta(fr[last, i], 1)
    assert abs(pair[1] * (1 + d_up) / pair[0] - 1) < 1e-8
assert err_ratio < 1e-8 and err_update < 1e-8
assert wrong_slice > 1e-3 and wrong_side > 1e-4


# ---- sweep with wrapping and factorized refreshes -------------------------
class Tally:
    dense = 0             # number of executed O(N^3) matrix operations


def dense(operation, *args, **kwargs):
    Tally.dense += 1
    return operation(*args, **kwargs)


def wrap(g, s, sigma, expk, invk):
    """Move to the next slice: B g B^(-1)."""
    v = np.exp(sigma * LAM * s)
    inner = dense(np.matmul, dense(np.matmul, expk, g), invk)
    return v[:, None] * inner * (1 / v)[None, :]


def local_updates(greens, s, accept):
    for i in range(len(s)):
        deltas = [flip_delta(s[i], sg) for sg in SPINS]
        ratios = [flip_ratio(g, i, d) for g, d in zip(greens, deltas)]
        if accept(ratios[0] * ratios[1]):
            for g, d, r in zip(greens, deltas, ratios):
                rank_one(g, i, d, r)
            s[i] *= -1


def block_product(rows, sigma, expk):
    out = slice_matrix(rows[0], sigma, expk)
    for s in rows[1:]:
        out = dense(np.matmul, slice_matrix(s, sigma, expk), out)
    return out


def absorb(block, udv):
    """Factorize block*U*D*V again as orthogonal*diagonal*mild."""
    u, d, v = udv
    q, r, order = dense(qr, dense(np.matmul, block, u) * d, pivoting=True)
    scale = np.abs(np.diag(r))
    mild = np.empty_like(r)
    mild[:, order] = r / scale[:, None]
    return q, scale, dense(np.matmul, mild, v)


def stable_green(prefix, suffix_t):
    """(1 + F S)^(-1) from factorizations of F and of S transposed."""
    (u1, d1, v1), (u2, d2, v2) = prefix, suffix_t
    b1, b2 = np.maximum(d1, 1), np.maximum(d2, 1)
    s1, s2 = np.minimum(d1, 1), np.minimum(d2, 1)
    core = dense(np.matmul, u1.T, u2) / np.outer(b1, b2)
    core = core + s1[:, None] * dense(np.matmul, v1, v2.T) * s2[None, :]
    right = dense(np.matmul, dense(np.linalg.inv, core), u1.T / b1[:, None])
    return dense(np.matmul, u2 / b2[None, :], right)


def sweep(fields, accept, k, stored=True):
    n = fields.shape[1]
    blocks = len(fields) // k
    unit = (np.eye(n), np.ones(n), np.eye(n))
    rows = [fields[p * k:(p + 1) * k] for p in range(blocks)]
    suffix = {sg: [unit] * (blocks + 1) for sg in SPINS}
    for sg in SPINS:
        for p in reversed(range(blocks)):
            suffix[sg][p] = absorb(block_product(rows[p], sg, EXPK).T,
                                   suffix[sg][p + 1])
    prefix = {sg: unit for sg in SPINS}
    greens = [stable_green(unit, suffix[sg][0]) for sg in SPINS]
    drift = 0.0
    for p in range(blocks):
        for s in rows[p]:
            greens = [wrap(g, s, sg, EXPK, INVK)
                      for g, sg in zip(greens, SPINS)]
            local_updates(greens, s, accept)
        fresh = []
        for sg in SPINS:
            if stored:
                prefix[sg] = absorb(block_product(rows[p], sg, EXPK), prefix[sg])
                fresh.append(stable_green(prefix[sg], suffix[sg][p + 1]))
            else:
                full = unit
                for q in list(range(p + 1, blocks)) + list(range(p + 1)):
                    full = absorb(block_product(rows[q], sg, EXPK), full)
                fresh.append(stable_green(full, unit))
        drift = max(drift, max(np.abs(a - b).max()
                               for a, b in zip(fresh, greens)))
        greens = fresh
    return greens, drift


accepted_logs = []


def metropolis(ratio):
    assert ratio > 0      # half filling on a bipartite lattice: no sign
    if rng.random() < ratio:
        accepted_logs.append(math.log(ratio))
        return True
    return False


def log_weight(fields):
    return sum(math.log(abs(direct_det(fields, sg, EXPK))) for sg in SPINS)


REFRESH = 8
fs = random_fields(L, N)
before = log_weight(fs)
greens, drift = sweep(fs, metropolis, REFRESH)
n_accepted, log_sum = len(accepted_logs), sum(accepted_logs)
log_direct = log_weight(fs) - before
assert n_accepted > 0 and abs(log_sum - log_direct) < 1e-7
assert drift < 1e-6
assert np.abs(greens[0] - direct_green(fs, L - 1, 1, EXPK)).max() < 1e-7

# Low temperature: plain and factorized products against 150 digits
L_COLD = 128
fc = random_fields(L_COLD, N)
cold, drift_cold = sweep(fc, metropolis, REFRESH)
mp.mp.dps = 150
prod = mp.eye(N)
for s in fc:
    prod = mp.matrix(slice_matrix(s, 1, EXPK).tolist()) * prod
ref = (mp.eye(N) + prod) ** -1
ref = np.array([[float(ref[i, j]) for j in range(N)] for i in range(N)])
err_stable = np.abs(cold[0] - ref).max()
err_plain = np.abs(direct_green(fc, L_COLD - 1, 1, EXPK) - ref).max()
assert err_stable < 1e-8 and err_plain > 1e3 * err_stable
assert drift_cold < 1e-5

# Dense operations per sweep: stored partial products against rebuilding
LENGTHS = (32, 64, 128)
tallies = {}
for stored in (True, False):
    for length in LENGTHS:
        Tally.dense = 0
        sweep(random_fields(length, N), metropolis, REFRESH, stored)
        tallies[stored, length] = Tally.dense
a, b, d = (tallies[True, x] for x in LENGTHS)
assert d - b == 2 * (b - a) and d / b < 2.05
assert tallies[False, 128] / tallies[False, 64] > 3


# ---- arithmetic really executed, counted by the scalars themselves --------
class Counted:
    operations = 0        # multiplications and divisions
    __slots__ = ("x",)

    def __init__(self, x):
        self.x = float(x)

    @staticmethod
    def value(o):
        return o.x if isinstance(o, Counted) else float(o)

    def __add__(self, o):
        return Counted(self.x + Counted.value(o))
    __radd__ = __add__

    def __sub__(self, o):
        return Counted(self.x - Counted.value(o))

    def __rsub__(self, o):
        return Counted(Counted.value(o) - self.x)

    def __neg__(self):
        return Counted(-self.x)

    def __mul__(self, o):
        Counted.operations += 1
        return Counted(self.x * Counted.value(o))
    __rmul__ = __mul__

    def __truediv__(self, o):
        Counted.operations += 1
        return Counted(self.x / Counted.value(o))

    def __rtruediv__(self, o):
        Counted.operations += 1
        return Counted(Counted.value(o) / self.x)


def counted_array(a):
    out = np.empty(a.shape, dtype=object)
    for idx in np.ndindex(a.shape):
        out[idx] = Counted(a[idx])
    return out


def count_sweep(n, slices):
    """Operations of a sweep with all flips accepted, split in two parts."""
    k = hopping(n)
    ek, ik = expm(-DTAU * k), expm(DTAU * k)
    f = random_fields(slices, n)
    gs = [counted_array(direct_green(f, slices - 1, sg, ek)) for sg in SPINS]
    wraps = flips = 0
    for s in f:
        Counted.operations = 0
        gs = [wrap(g, s, sg, ek, ik) for g, sg in zip(gs, SPINS)]
        wraps += Counted.operations
        Counted.operations = 0
        local_updates(gs, s, lambda ratio: True)
        flips += Counted.operations
    plain = np.array([[z.x for z in row] for row in gs[0]])
    assert np.abs(plain - direct_green(f, slices - 1, 1, ek)).max() < 1e-7
    return flips, wraps


def count_determinant(n):
    ek = expm(-DTAU * hopping(n))
    m = np.eye(n) + cyclic_product(random_fields(4, n), 3, 1, ek)
    w = counted_array(m)
    Counted.operations = 0
    det = w[0, 0]
    for p in range(n - 1):
        factor = w[p + 1:, p] / w[p, p]
        w[p + 1:, p + 1:] -= np.outer(factor, w[p, p + 1:])
        det = det * w[p + 1, p + 1]
    assert abs(det.x / np.linalg.det(m) - 1) < 1e-7
    return Counted.operations


sizes = ((8, 4), (16, 4), (32, 4), (16, 8))
counts = {size: count_sweep(*size) for size in sizes}
for (n, slices), parts in counts.items():
    assert sum(parts) == slices * (6 * n**3 + 6 * n**2 + 5 * n)
det_counts = {n: count_determinant(n) for n in (16, 32)}
assert 7 < det_counts[32] / det_counts[16] < 8.5

# ---- worked flip: staggered field constant in time ------------------------
fe = np.tile([1, -1, 1, -1], (L, 1))
site, neighbour = 1, 2
one_flip = fe.copy()
one_flip[-1, site] *= -1
two_flips = one_flip.copy()
two_flips[-1, neighbour] *= -1
old = [direct_green(fe, L - 1, sg, EXPK) for sg in SPINS]
new = [g.copy() for g in old]
deltas = [flip_delta(fe[-1, site], sg) for sg in SPINS]
ratios = [flip_ratio(g, site, d) for g, d in zip(old, deltas)]
for g, d, r in zip(new, deltas, ratios):
    rank_one(g, site, d, r)
weights = [direct_det(f, 1, EXPK) * direct_det(f, -1, EXPK)
           for f in (fe, one_flip, two_flips)]
first_direct, second_direct = weights[1] / weights[0], weights[2] / weights[1]
d2 = [flip_delta(fe[-1, neighbour], sg) for sg in SPINS]
second = math.prod(flip_ratio(g, neighbour, d) for g, d in zip(new, d2))
stale = math.prod(flip_ratio(g, neighbour, d) for g, d in zip(old, d2))
assert abs(math.prod(ratios) / first_direct - 1) < 1e-9
assert abs(second / second_direct - 1) < 1e-9
assert abs(stale / second_direct - 1) > 1e-3
assert abs(new[0][site, site] - old[0][site, site] / ratios[0]) < 1e-10

print(f"Chain: N={N} sites, t={HOP}, U={U} t, beta={L*DTAU} /t, L={L}")
print(f"dtau = {DTAU} /t, lambda = {LAM:.6f}")
print(f"Fock trace vs determinant, relative error: {err_trace:.1e}")
print(f"Fock vs matrix Green's function, max error: {err_fock_g:.1e}")
print(f"Dimer, 3 slices: Z Fock = {z_fock:.8f}, Z fields = {z_field:.8f}")
print(f"Random field: ratio rel. error {err_ratio:.1e}, G error {err_update:.1e}")
print(f"Largest rel. ratio error, G of wrong slice: {wrong_slice:.4f}")
print(f"Largest rel. ratio error, G past hopping: {wrong_side:.4f}")
print("Worked flip: field (+,-,+,-), site 2, last slice, - to +")
for name, d, g, r in zip(("up", "down"), deltas, old, ratios):
    print(f"{name}: Delta={d:.6f}, G_22={g[site, site]:.6f}, R={r:.6f}")
print(f"R_up*R_down = {math.prod(ratios):.8f}, direct = {first_direct:.8f}")
for name, g in (("before", old[0]), ("after", new[0])):
    print(f"G_up {name} the flip, rows 1 to 4:")
    for row in g:
        print("  " + " ".join(f"{x:10.6f}" for x in row))
print(f"Next flip, site 3: updated G {second:.8f}, direct {second_direct:.8f}")
print(f"Next flip, site 3, with stale G: {stale:.8f}")
print(f"Metropolis sweep, beta={L*DTAU} /t: {n_accepted} of {N*L} accepted")
print(f"Sum of log ratios {log_sum:.8f}, log weight change {log_direct:.8f}")
print(f"Refresh every {REFRESH} slices, max drift of G: {drift:.1e}")
print(f"beta={L_COLD*DTAU} /t: max drift of G between refreshes {drift_cold:.1e}")
print(f"  G error, plain product {err_plain:.1e}, factorized {err_stable:.1e}")
print("Multiplications+divisions per sweep, both spins, all flips accepted:")
for (n, slices), (flips, wraps) in counts.items():
    print(f"  N={n}, L={slices}: flips {flips}, wraps {wraps}, sum {flips+wraps}")
growth_n = sum(counts[32, 4]) / sum(counts[16, 4])
growth_l = sum(counts[16, 8]) / sum(counts[16, 4])
print(f"Growth: N 16 to 32 factor {growth_n:.3f}, L 4 to 8 factor {growth_l:.3f}")
print(f"One determinant: N=16 {det_counts[16]}, N=32 {det_counts[32]} operations")
print(f"Dense N^3 operations per sweep, N={N}, refresh every {REFRESH} slices:")
for length in LENGTHS:
    print(f"  L={length}: stored {tallies[True, length]}, "
          f"rebuilt {tallies[False, length]}")
print("ALL CHECKS PASSED")
```

Output:

```
Chain: N=4 sites, t=1.0, U=4.0 t, beta=2.0 /t, L=16
dtau = 0.125 /t, lambda = 0.736905
Fock trace vs determinant, relative error: 2.2e-16
Fock vs matrix Green's function, max error: 6.9e-17
Dimer, 3 slices: Z Fock = 19.58566531, Z fields = 19.58566531
Random field: ratio rel. error 1.8e-14, G error 2.8e-14
Largest rel. ratio error, G of wrong slice: 0.4391
Largest rel. ratio error, G past hopping: 0.1514
Worked flip: field (+,-,+,-), site 2, last slice, - to +
up: Delta=3.365834, G_22=0.988749, R=1.037869
down: Delta=-0.770949, G_22=0.011251, R=0.237725
R_up*R_down = 0.24672750, direct = 0.24672750
G_up before the flip, rows 1 to 4:
    0.005708  -0.156873   0.005543   0.002598
   -0.035932   0.988749  -0.035337  -0.005543
    0.005543  -0.154275   0.011251  -0.156873
    0.000595  -0.005543  -0.035932   0.994292
G_up after the flip, rows 1 to 4:
    0.023988  -0.151149   0.023520   0.005418
   -0.151149   0.952673  -0.148646  -0.023317
    0.023520  -0.148646   0.028930  -0.154100
    0.001241  -0.005341  -0.035297   0.994392
Next flip, site 3: updated G 0.27583102, direct 0.27583102
Next flip, site 3, with stale G: 0.24672750
Metropolis sweep, beta=2.0 /t: 48 of 64 accepted
Sum of log ratios 3.74997954, log weight change 3.74997954
Refresh every 8 slices, max drift of G: 4.2e-14
beta=16.0 /t: max drift of G between refreshes 1.1e-12
  G error, plain product 9.7e-01, factorized 5.6e-16
Multiplications+divisions per sweep, both spins, all flips accepted:
  N=8, L=4: flips 4768, wraps 9216, sum 13984
  N=16, L=4: flips 35136, wraps 69632, sum 104768
  N=32, L=4: flips 270976, wraps 540672, sum 811648
  N=16, L=8: flips 70272, wraps 139264, sum 209536
Growth: N 16 to 32 factor 7.747, L 4 to 8 factor 2.000
One determinant: N=16 1375, N=32 10943 operations
Dense N^3 operations per sweep, N=4, refresh every 8 slices:
  L=32: stored 338, rebuilt 578
  L=64: stored 666, rebuilt 1786
  L=128: stored 1322, rebuilt 6122
ALL CHECKS PASSED
```
